\section*{Ripple Wavelength and Diffusion Energy: Why the Arrhenius Slope Is Roughly Half}

\section{A slope of 0.76 eV from a barrier of 1.60 eV}

In a model of a hot surface eroded by an oblique ion beam, the ripple wavelength grows from 33.07 nm at 800 K to 113.19 nm at 900 K. Plotted as $\ln\lambda$ against $1/k_BT$, five wavelengths across this window give an apparent activation energy of 0.7635 eV. Yet the surface diffusivity in the model was given an activation energy of 1.60 eV. Where is the rest?

The belief at issue is that the Arrhenius slope of the ripple wavelength is the activation energy of surface diffusion. It is tempting for good reasons. Faster diffusion does lengthen the ripples, diffusion is thermally activated, and the plot is nearly straight. A straight line, however, shows only that $\lambda$ varies nearly as some power of an activated quantity. The power must come from the mechanism that selects the wavelength.

\section{How the beam roughens the surface}

Let $z$ be the outward normal of the mean surface, $h(x,y,t)$ its height, and $x$ the direction of the projected beam. The ions travel along $\mathbf d=(\sin\theta,0,-\cos\theta)$. In Sigmund's description each ion deposits its energy in a Gaussian cloud centred a distance $a$ along its path beyond the entry point, with widths $\alpha$ along the path and $\beta$ across it. The local erosion speed is taken as proportional to the energy arriving at the surface.

Place the observation point at the origin. Label the ions by $y$ and by $u=-x\cos\theta$, where $x$ is the place at which the ion would meet the flat surface. These are coordinates in a plane normal to the beam, so the number of ions per unit time in $du\,dy$ is $J\,du\,dy$ whatever the surface shape, if there is no shadowing. Measured along the beam, the flat-surface origin lies $u\tan\theta-a$ beyond the centre of the cloud. The erosion speed is therefore proportional to
\begin{equation}
\int du\,dy\,\exp\left[-\frac{(u\tan\theta-a)^2}{2\alpha^2}-\frac{u^2+y^2}{2\beta^2}\right].
\end{equation}
Collecting the powers of $u$ shows that $u$ has a Gaussian distribution with variance $s^2$ and mean $m$,
\begin{equation}
\frac1{s^2}=\frac1{\beta^2}+\frac{\tan^2\theta}{\alpha^2},\qquad
m=\frac{a s^2\tan\theta}{\alpha^2},
\end{equation}
while $y$ is independent, with mean zero and variance $\beta^2$.

Now perturb the surface. To first order in $h$, an entry point moves back along its ray by $h(x,y)/\cos\theta$. Move the observation point along its own ray by $h(0)/\cos\theta$; the small sideways shift this causes alters the perturbed speed only at second order. The distance along the beam becomes $u\tan\theta-a+\delta$, with $\delta=[h(x,y)-h(0)]/\cos\theta$. Expanding the exponential to first order in $\delta$ gives
\begin{equation}
v_n=v_0\left[1+\frac{\langle(a-u\tan\theta)\,[h(x,y)-h(0)]\rangle}{\alpha^2\cos\theta}\right].
\end{equation}
Here $v_0$ is the flat-surface speed and the brackets average over $u$ and $y$.

Erosion lowers the surface, $h_t=-v_n\sqrt{1+|\nabla h|^2}\simeq-v_n$. For $h\propto e^{iqx}$, with $x=-u/\cos\theta$, we have $h(x)-h(0)=h(0)(e^{-iqu/\cos\theta}-1)$. The imaginary part of the resulting rate makes ripples drift. The real part is the growth rate,
\begin{equation}
R_{\rm er}(q)=\frac{v_0}{\alpha^2\cos\theta}
\left\langle(a-u\tan\theta)\left[1-\cos\frac{qu}{\cos\theta}\right]\right\rangle .
\label{eq:full}
\end{equation}
For long waves, $1-\cos w=w^2/2-w^4/24+\cdots$, so $R_{\rm er}=\nu q^2-Kq^4+\cdots$ with
\begin{align}
\nu&=\frac{v_0\langle(a-u\tan\theta)u^2\rangle}{2\alpha^2\cos^3\theta},\\
K&=\frac{v_0\langle(a-u\tan\theta)u^4\rangle}{24\alpha^2\cos^5\theta}.
\end{align}
A positive $\nu$ means that troughs erode faster than crests.

For a wave along $y$, the averages over $u$ and $y$ separate. Since $\langle a-u\tan\theta\rangle=a-m\tan\theta$ and $\langle1-\cos qy\rangle\simeq q^2\beta^2/2$,
\begin{equation}
\nu_y=\frac{v_0\beta^2(a-m\tan\theta)}{2\alpha^2\cos\theta}.
\end{equation}
With isotropic smoothing, the direction with the larger positive coefficient wins.

\section{How diffusion smooths it}

For small slopes the surface free energy is $\gamma\int(1+\tfrac12|\nabla h|^2)\,dx\,dy$, with isotropic $\gamma$. A small change $\delta h$ alters it, after integration by parts, by $-\gamma\int\nabla^2h\,\delta h\,dx\,dy$. One added atom has volume $\Omega=\int\delta h\,dx\,dy$, so the chemical potential is $\mu=-\gamma\Omega\nabla^2h$. By the Einstein relation the drift velocity is $-(D_s/k_BT)\nabla\mu$. With $C$ mobile atoms per unit area, the current and the conservation of matter give
\begin{align}
\mathbf j&=-\frac{D_sC}{k_BT}\nabla\mu,\\
h_t&=-\Omega\nabla\cdot\mathbf j=-B\nabla^4h,\qquad
B=\frac{D_sC\Omega^2\gamma}{k_BT}.
\end{align}
Two derivatives come from the curvature in $\mu$ and two from transport down its gradient. A wave thus decays at the rate $Bq^4$.

\section{The square root, and a small correction}

Neglecting $K$ for now, the net growth rate is $R=\nu q^2-Bq^4$. Setting $dR/dq=2\nu q-4Bq^3=0$ yields
\begin{equation}
q_*^2=\frac{\nu}{2B},\qquad
\lambda=2\pi\sqrt{\frac{2B}{\nu}},\qquad
R_*=\frac{\nu^2}{4B}.
\label{eq:lambda}
\end{equation}
Smoothing carries two more powers of $q$ than roughening, so their balance fixes $q^2$. This is the origin of the square root.

The same wavevector is selected when ripples grow from white noise. The spectrum then obeys $\dot S=2RS+N$ with constant $N$. Starting from $S=0$, it is $S=N\int_0^te^{2R\tau}d\tau$, which increases with $R$ at every $t>0$. The peak of this two-dimensional spectrum therefore stays at $q_*$ throughout the linear stage. This needs the flat start and the full spectrum. With the parameters used below, at $R_*t=\ln4$ the spectrum of a line scan along $x$ peaks near $0.89\,q_*$, and an initial roughness with $S\propto q^{-2}$ peaks near $0.87\,q_*$. Both peaks reach about $0.96\,q_*$ by $R_*t=4$.

Let $D_s=D_0e^{-E/k_BT}$ and write $b_T=1/k_BT$. If $C$, $\gamma$ and $\nu$ do not depend on temperature, then
\begin{equation}
\ln\lambda=\text{const}+\tfrac12\ln b_T-\tfrac12Eb_T .
\end{equation}
The logarithm comes from the factor $1/k_BT$ in $B$. Differentiating,
\begin{equation}
E_{\rm app}\equiv-\frac{d\ln\lambda}{db_T}
=\frac E2-\frac1{2b_T}=\frac{E-k_BT}{2}.
\label{eq:half}
\end{equation}
The thermal reading is thus $E=2E_{\rm app}+k_BT$. Alternatively, plotting $\ln(\lambda\sqrt T)$ removes the logarithm and leaves the slope $E/2$.

The energy $E$ belongs to the product $D_sC$. Here $C$ is constant and counts all surface atoms, so $D_s$ is an average over them. If instead $C$ counts thermally created adatoms, their formation energy adds to their hopping energy, and the wavelength measures half the sum, apart from the $k_BT$ term.

\section{The numbers}

The example takes $\theta=45^\circ$, $a=2.0$ nm, $\alpha=1.0$ nm and $\beta=0.8$ nm. The flux is $10^{15}$ cm$^{-2}$s$^{-1}$, or 10 nm$^{-2}$s$^{-1}$, and each ion removes 1.5 atoms of volume 0.020 nm$^3$. Hence
\[
v_0=0.020\times1.5\times10\times\cos45^\circ=0.2121\ \text{nm/s}.
\]
The entry distribution has $m=0.7805$ nm and $s^2=0.3902$ nm$^2$. Its moments are $\langle u^2\rangle=m^2+s^2=0.999$ nm$^2$ and $\langle u^3\rangle=m^3+3ms^2=1.389$ nm$^3$, so
\[
\nu=0.2121\times\frac{2.0\times0.999-1.389}{2\times0.3536}
\simeq0.183\ \text{nm}^2/\text{s}.
\]
Since $\nu_y=0.117$ nm$^2$/s is smaller, the fastest-growing wavevector lies along the projected beam. The margin is modest: peak rates scale as $\nu^2$, so while the fastest wave along $x$ grows fourfold, the fastest along $y$ grows by a factor of 1.8. As a test of Eq.~(\ref{eq:full}), energy deposition was integrated directly over a corrugated surface of 30 nm wavelength and 0.01 nm amplitude. The two growth rates agreed to a relative difference of about $10^{-5}$.

For diffusion, $D_0=10^{-3}$ cm$^2$/s, $C=7.0$ nm$^{-2}$ and $\gamma=1.20$ J/m$^2$. At 850 K these give $B=9.337$ nm$^4$/s, and Eq.~(\ref{eq:lambda}) gives
\[
\lambda=2\pi\sqrt{2\times9.337/0.1829}=63.5\ \text{nm}.
\]

The mean of $1/k_BT$ over the five temperatures corresponds to $k_BT=0.0731$ eV. Equation (\ref{eq:half}) then predicts $(1.60-0.0731)/2=0.7634$ eV, against the fitted 0.7635 eV. Doubling the fitted value gives 1.527 eV, and adding $k_BT$ restores 1.600 eV.

The misreading has a practical cost. From 800 to 900 K the diffusivity rises by a factor of 13.18. Using the wavelength slope as its activation energy predicts a factor of 3.42, which is simply the ratio of the two wavelengths.

\section{Why doubling can also fail}

The factor of one half assumes that smoothing is thermal. Suppose the beam adds a temperature-independent smoothing $\kappa J$, so that $B_{\rm tot}=B+\kappa J$, and let $f=B/B_{\rm tot}$ be the thermal fraction. Since $\nu\propto J$,
\begin{equation}
\ln\lambda=\text{const}+\tfrac12\ln(B+\kappa J)-\tfrac12\ln J .
\end{equation}
From $d\ln B/db_T=-(E-k_BT)$ it follows that
\begin{align}
E_{\rm app}&=\frac f2(E-k_BT),\\
p\equiv-\left.\frac{\partial\ln\lambda}{\partial\ln J}\right|_T
&=\frac12-\frac{\kappa J}{2B_{\rm tot}}=\frac f2 .
\end{align}
The unknown fraction cancels in the ratio:
\begin{equation}
E=k_BT+\frac{E_{\rm app}}p .
\label{eq:recover}
\end{equation}

This relation does not need the long-wave expansion. If all beam effects are proportional to $J$ and independent of temperature, then $R=J\,r(q)-Bq^4$. Dividing by $J$ leaves the position of the maximum unchanged and shows that $\lambda$ depends only on $X=B/J$. With $g=d\ln\lambda/d\ln X$, the chain rule gives $E_{\rm app}=g(E-k_BT)$ and $p=g$, hence Eq.~(\ref{eq:recover}) wherever $g\neq0$.

Take $\kappa J=10$ nm$^4$/s at the reference flux. At 850 K the thermal fraction is $9.337/19.337=0.483$. With the full erosion law, the local slopes are $E_{\rm app}=0.368$ eV and $p=0.241$. Doubling the energy slope and adding $k_BT$ would give 0.81 eV, about half the true value. Equation (\ref{eq:recover}) gives $0.0732+0.3680/0.2411=1.60$ eV. Both slopes must be local and taken at the same temperature and flux, because $f$ changes with each. A one-sided doubling of the flux gives $p=0.199$ here and returns about 1.9 eV. A factor of two centred on the reference flux gives $p=0.241$.

The plot itself can give a warning. In this mixed case $f$ rises from 0.20 at 800 K to 0.75 at 900 K, so the local slope changes strongly and the Arrhenius plot bends. A single line through the window gives 0.356 eV. In the limit $f\to0$, both $E_{\rm app}$ and $p$ vanish; the wavelength then carries no information about $E$.

\section{From the model to a hot silicon surface}

The ion energy, flux and temperatures are modelled on sub-keV argon sputtering of hot crystalline silicon; the full parameter set is not fitted to that material. The ion energy is 750 eV, and the flux corresponds to about 0.16 mA/cm$^2$. The deposition lengths and yield are round values of plausible size, while $E$ and $D_0$ are chosen, not measured properties of silicon. Near room temperature the beam amorphizes silicon, and thermal diffusion cannot be assumed to dominate. The mixed case shows how far such a departure can move the slope: from 0.76 to 0.36 eV for the chosen athermal smoothing. Crystal anisotropy, step-edge barriers, beam-generated adatoms and the sideways displacement of atoms that are hit but not sputtered are also omitted. Their effects are not sized here, and the last can change the roughening coefficients of real silicon. Adatoms created by the beam could make $C$ depend on both flux and temperature, which would invalidate Eq.~(\ref{eq:recover}).

Some smaller corrections can be sized. The nonlocal coefficient $K=0.029$ nm$^4$/s acts as weak athermal smoothing. It is about 1\% of $B$ at 800 K, where the full erosion law lengthens the ripples from 33.07 to 33.26 nm. The fitted slope falls to 0.760 eV. A surface energy that decreases by a rough $10^{-4}$ J/m$^2$ per kelvin lowers the slope by a further 0.003 eV.

Beam heating matters more, especially in a flux test. The beam delivers 850 W/m$^2$. For a wafer radiating from two faces with emissivity $\varepsilon=0.7$, the radiated power changes by $8\varepsilon\sigma T^3$ per kelvin, where $\sigma$ is the Stefan--Boltzmann constant. At fixed heater power the beam therefore warms an 850 K surface by about 4.4 K, enough to lengthen the ripples by 5.4\%. Doubling the flux at fixed temperature shortens them by 29.2\%. If the extra 4.4 K goes unnoticed, the wavelength ratio is about $0.708\times1.054\simeq0.746$, and the inferred exponent is $p=-\ln0.746/\ln2\simeq0.42$ instead of 0.50. Equation (\ref{eq:recover}) would then return about 1.9 eV. The surface temperature must be held fixed, not the heater power.

The derivation also assumes ripples still in the linear stage. That stage ends because the erosion speed depends on the local slope. Using the local angle of incidence in the flat-surface speed, and converting to vertical motion, adds a term $-\tfrac12\chi h_x^2$ to $h_t$, with $\chi=0.43$ nm/s here. This term sets the amplitude scale $\nu/\chi\simeq0.4$ nm. A single wave at $q_*$ grows about 10\% more slowly than the linear rate at 0.4 nm and saturates near 1.2 nm. On Si(001), 0.4 nm is only about three atomic steps, so the continuum picture with isotropic $\gamma$ is itself a rough one at these amplitudes. Growth from 0.1 nm to 0.4 nm takes
\begin{equation}
t=\frac1{R_*}\ln\frac{0.4\ \text{nm}}{0.1\ \text{nm}},
\end{equation}
which is about 7 minutes at 800 K but 82 minutes at 900 K. A series made with one common sputtering time can therefore compare mature ripples at the cold end with barely developed ones at the hot end. The slope term alone does not spoil the result. Measuring lengths in $\sqrt{B/\nu}$, heights in $\nu/\chi$ and times in $B/\nu^2$ removes the temperature from the equation. In one dimension the saturated crest spacing stays within about 1\% of Eq.~(\ref{eq:lambda}). Real surfaces can coarsen through effects absent from this model. If that has begun in some samples, their wavelengths no longer follow Eq.~(\ref{eq:lambda}), and neither doubling the slope nor dividing by $p$ is justified. The remaining values are in the numerical output. The linear-stage times and eroded depths listed there extrapolate the linear rate to a slope of 0.2, which lies beyond the linear stage, so they are not predictions of when that slope is reached.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: E = 1.60 eV, D0 = 1.0e-03 cm2/s, C = 7.0 nm^-2
Inputs: Omega = 0.020 nm3, gamma = 1.20 J/m2
Surface energy converted = 7.490 eV/nm2
Inputs: flux = 1.0e+15 cm^-2 s^-1, yield = 1.50 atoms/ion
Inputs: angle = 45 deg, ion energy = 750 eV
Inputs: a = 2.0 nm, alpha = 1.0 nm, beta = 0.8 nm
Entry coordinate: mean = 0.7805 nm, variance = 0.3902 nm2
Flat erosion speed v0 = 0.2121 nm/s
Roughening nu_x = 0.1829 nm2/s, nu_y = 0.1171 nm2/s
Nonlocal quartic coefficient K = 0.0290 nm4/s
Direct erosion check at 30 nm: relative error = 9.4e-06
Long-wave checks: relative error x = 7.0e-05, y = 7.0e-05
Capillary check: relative error = 4.2e-04
Spectrum peak/q*: early = 0.9990, late = 0.9990
T = 800 K: B = 2.533 nm4/s, lambda = 33.07 nm, nonlocal = 33.26 nm, growth time = 303 s
T = 825 K: B = 4.962 nm4/s, lambda = 46.29 nm, nonlocal = 46.42 nm, growth time = 593 s
T = 850 K: B = 9.337 nm4/s, lambda = 63.49 nm, nonlocal = 63.59 nm, growth time = 1117 s
T = 875 K: B = 16.930 nm4/s, lambda = 85.49 nm, nonlocal = 85.57 nm, growth time = 2025 s
T = 900 K: B = 29.676 nm4/s, lambda = 113.19 nm, nonlocal = 113.24 nm, growth time = 3549 s
Mean-inverse kT = 0.0731 eV
Fitted apparent energy = 0.7635 eV, ratio to E = 0.4772
Predicted (E-kT)/2 = 0.7634 eV
Twice fitted energy = 1.5269 eV; plus kT = 1.6001 eV
Fit of lambda*sqrt(T) = 0.8000 eV; doubled = 1.6000 eV
D ratio 900 K/800 K: true = 13.18, misread slope = 3.42
Apparent energy with nonlocal erosion = 0.7603 eV
Thermal case at 850 K: E_app = 0.7634 eV, p = 0.5000
Athermal smoothing at reference flux = 10.0 nm4/s
Thermal fraction at 850 K = 0.4829
Mixed case, fit over 800-900 K = 0.3564 eV
Mixed case at 850 K: E_app = 0.3680 eV, p = 0.2411
Mixed case: 2*E_app+kT = 0.8093 eV
Mixed case: recovered E = 1.6000 eV, kT = 0.0732 eV
Beam power = 850 W/m2, emissivity = 0.7 (two faces)
Beam heating at fixed heater power = 4.36 K
Wavelength change from that heating = 5.44 percent
Wavelength change on doubling flux at fixed T = -29.18 percent
Assumed d(gamma)/dT = -1.0e-04 J/(m2 K)
Shift of E_app from gamma(T) = -0.0026 eV
Linear-stage limits: amplitude 0.1 nm to slope 0.2
Linear-stage time: 800 K = 11.9 min, 900 K = 212.0 min
Depth eroded in that time: 800 K = 151 nm, 900 K = 2698 nm
\end{verbatim}
